# Why an isovalent impurity can still scatter conduction electrons: test program

```python
"""
Result under test: an impurity can displace zero net electrons,
    N = (2/pi) sum_l (2l+1) delta_l = 0,
and still have a finite transport cross section,
    sigma_tr = (4 pi/k^2) sum_l (l+1) sin^2(delta_l-delta_(l+1)).
The resistivity added in a monovalent free-electron metal is
    rho = hbar k c sigma_tr/e^2.
delta_l: phase shift; k: Fermi wavenumber; c: impurity atomic fraction.
The impurity is a spherical core inside a spherical shell.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

DENSITY = 85.0
FRACTION = 0.01
R_CORE = 0.08
R_OUT = 0.14
V_CORE = -8.0
LMAX = 12
# 2m/hbar^2 in 1/(eV nm^2)
CONV = 2 * const.m_e * const.e / const.hbar**2 * 1e-18
KF = (3 * np.pi**2 * DENSITY) ** (1 / 3)
EF = KF**2 / CONV


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return (hi + lo) / 2 + (hi - lo) / 2 * x, (hi - lo) / 2 * w


def continue_wave(l, q, radius, value, slope):
    """Coefficients of j_l and y_l that continue value and slope."""
    x = q * radius
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    dj, dy = spherical_jn(l, x, True), spherical_yn(l, x, True)
    return (x**2 * (value * dy - slope / q * y),
            x**2 * (slope / q * j - value * dj))


def match(l, k, v_core, v_shell):
    """Phase and normalized inner coefficients of the radial wave."""
    k = np.asarray(k, dtype=float)
    q1 = np.sqrt(k**2 - CONV * v_core + 0j)
    q2 = np.sqrt(k**2 - CONV * v_shell + 0j)
    value = spherical_jn(l, q1 * R_CORE)
    slope = q1 * spherical_jn(l, q1 * R_CORE, True)
    s, t = continue_wave(l, q2, R_CORE, value, slope)
    x = q2 * R_OUT
    value = s * spherical_jn(l, x) + t * spherical_yn(l, x)
    slope = q2 * (s * spherical_jn(l, x, True)
                  + t * spherical_yn(l, x, True))
    c, d = continue_wave(l, k, R_OUT, value, slope)
    delta = np.arctan((-d / c).real)
    norm = c / np.cos(delta)
    return delta, q1, q2, 1 / norm, s / norm, t / norm


def phases(k, v_core, v_shell):
    return np.array([match(l, k, v_core, v_shell)[0]
                     for l in range(LMAX + 1)])


def phase_sum(delta):
    return (2 * np.arange(len(delta)) + 1) @ delta


def electrons(delta):
    return 2 / np.pi * phase_sum(delta)


def steps_of(delta):
    return -np.diff(np.concatenate([delta, np.zeros_like(delta[:1])]),
                    axis=0)


def sigma_transport(k, delta):
    weight = np.arange(len(delta)) + 1
    return 4 * np.pi / k**2 * (weight @ np.sin(steps_of(delta)) ** 2)


def amplitude(k, delta, mu):
    return sum((2 * l + 1) * np.exp(1j * d) * np.sin(d)
               * eval_legendre(l, mu) for l, d in enumerate(delta)) / k


def resistivity(sigma):
    """Added resistivity in micro-ohm cm."""
    return const.hbar / const.e**2 * KF * sigma * 1e-9 * FRACTION * 1e8


def tune_shell(v_core, target=0.0):
    return brentq(lambda v: electrons(phases(KF, v_core, v)) - target,
                  -5.0, 12.0, xtol=1e-12)


def displaced_electrons(l, v_core, v_shell):
    """Integrate the density change, with a smooth outer cutoff."""
    k, wk = gauss(0, KF, 140)
    _, q1, q2, core, s, t = match(l, k, v_core, v_shell)
    delta = match(l, k, v_core, v_shell)[0][:, None]
    kk, q1, q2 = k[:, None], q1[:, None], q2[:, None]
    total = 0.0
    start, stop = 0.5, 4.0
    regions = [(0, R_CORE, 30), (R_CORE, R_OUT, 30),
               (R_OUT, start, 50), (start, stop, 140)]
    for index, (lo, hi, count) in enumerate(regions):
        r, wr = gauss(lo, hi, count)
        free = spherical_jn(l, kk * r)
        if index == 0:
            wave = (core[:, None] * spherical_jn(l, q1 * r)).real
        elif index == 1:
            wave = (s[:, None] * spherical_jn(l, q2 * r)
                    + t[:, None] * spherical_yn(l, q2 * r)).real
        else:
            wave = (np.cos(delta) * free
                    - np.sin(delta) * spherical_yn(l, kk * r))
        window = np.ones_like(r)
        if index == 3:
            window = np.cos(np.pi / 2 * (r - start) / (stop - start))**2
        change = (kk * r) ** 2 * (wave**2 - free**2)
        total += wk @ change @ (wr * window)
    return 2 * (2 * l + 1) * 2 / np.pi * total


def variable_phase(l, v_core, v_shell):
    """Grow the phase outward, without an arctangent branch choice."""
    delta = 0.0
    for lo, hi, v in [(1e-4, R_CORE, v_core), (R_CORE, R_OUT, v_shell)]:
        def rate(r, d):
            x = KF * r
            wave = x * (np.cos(d) * spherical_jn(l, x)
                        - np.sin(d) * spherical_yn(l, x))
            return -CONV * v / KF * wave**2
        result = solve_ivp(rate, (lo, hi), [delta], rtol=1e-9,
                           atol=1e-13)
        assert result.success
        delta = result.y[0, -1]
    return delta


def born_sigma(v_core, v_shell):
    """First Born transport cross section from the Fourier transform."""
    mu, w = gauss(-1, 1, 100)
    q = KF * np.sqrt(2 * (1 - mu))

    def ball(radius):
        x = q * radius
        return 4 * np.pi * (np.sin(x) - x * np.cos(x)) / q**3
    vq = (v_core - v_shell) * ball(R_CORE) + v_shell * ball(R_OUT)
    return 2 * np.pi * w @ ((1 - mu) * (CONV * vq / (4 * np.pi)) ** 2)


def boltzmann_resistivity(delta):
    """Solve the angular collision equation and evaluate the current."""
    mu, w = gauss(-1, 1, 32)
    phi = 2 * np.pi * np.arange(64) / 64
    sine = np.sqrt(1 - mu**2)
    cosine = (mu[:, None, None] * mu[None, :, None]
              + sine[:, None, None] * sine[None, :, None] * np.cos(phi))
    cosine = np.clip(cosine, -1, 1)
    kernel = (np.abs(amplitude(KF, delta, cosine))**2).mean(axis=2)
    kernel *= 2 * np.pi * w
    collision = kernel - np.diag(kernel.sum(axis=1))
    shape = np.linalg.lstsq(collision, mu, rcond=1e-10)[0]
    k_si = KF * 1e9
    speed = const.hbar * k_si / const.m_e
    impurities = FRACTION * DENSITY * 1e27
    field = 1.0
    shift = const.e * field / impurities * shape * 1e18
    states = const.m_e * k_si / (np.pi**2 * const.hbar**2)
    current = -const.e * states * speed * 0.5 * (w @ (mu * shift))
    return field / current * 1e8


# The neutral impurity
v_shell = tune_shell(V_CORE)
delta = phases(KF, V_CORE, v_shell)
sigma = sigma_transport(KF, delta)
rho = resistivity(sigma)

# Phase shifts against direct outward integration
for l in range(3):
    assert abs(variable_phase(l, V_CORE, v_shell) - delta[l]) < 2e-6

# Density change against phase shifts, wave by wave
charges = [displaced_electrons(l, V_CORE, v_shell) for l in range(4)]
for l in range(4):
    assert abs(charges[l] - 2 * (2*l + 1) * delta[l] / np.pi) < 5e-4
assert abs(sum(charges)) < 2e-3

# Angular quadrature against the phase-difference formula
mu, w = gauss(-1, 1, 80)
cross = np.abs(amplitude(KF, delta, mu)) ** 2
sigma_angle = 2 * np.pi * w @ ((1 - mu) * cross)
sigma_total = 2 * np.pi * w @ cross
assert abs(sigma_angle / sigma - 1) < 1e-9
difference = steps_of(delta)
order = np.arange(len(delta)) + 1
assert abs(order**2 @ difference - phase_sum(delta)) < 1e-12

# Current from the collision equation against the resistivity formula
assert abs(boltzmann_resistivity(delta) / rho - 1) < 1e-7

# Smallest neutral set: one s phase and one p phase
pair = np.array([0.3, -0.1])
pair_sigma = (4 * np.pi / KF**2
              * (np.sin(4 * pair[0] / 3)**2
                 + 2 * np.sin(pair[0] / 3)**2))
pair_cross = np.abs(amplitude(KF, pair, mu)) ** 2
pair_angle = 2 * np.pi * w @ ((1 - mu) * pair_cross)
assert abs(pair_angle / pair_sigma - 1) < 1e-10
weak_cross = np.abs(amplitude(KF, pair * 1e-3, mu)) ** 2
weak_ratio = (w @ ((1 - mu) * weak_cross)) / (w @ weak_cross)
assert abs(weak_ratio - 1.5) < 1e-5

# Weak limit: neutrality removes q=0 but not the other components
volume_ratio = R_CORE**3 / (R_OUT**3 - R_CORE**3)
weak_core = -0.01
core_sum = phase_sum(phases(KF, weak_core, 0.0))
born_sum = -CONV * KF * weak_core * R_CORE**3 / 3
assert abs(core_sum / born_sum - 1) < 0.01
weak_shell = -weak_core * volume_ratio
weak_delta = phases(KF, weak_core, weak_shell)
assert abs(phase_sum(weak_delta)) < 0.01 * abs(core_sum)
assert abs(sigma_transport(KF, weak_delta)
           / born_sigma(weak_core, weak_shell) - 1) < 0.02

# Comparisons at full strength
volume_shell = -V_CORE * volume_ratio
volume_delta = phases(KF, V_CORE, volume_shell)
core_delta = phases(KF, V_CORE, 0.0)
well = brentq(lambda v: electrons(phases(KF, v, v)) - 1, -8.0, -0.5)
well_delta = phases(KF, well, well)
forward = abs(amplitude(KF, delta, 1.0)) ** 2
backward = abs(amplitude(KF, delta, -1.0)) ** 2
assert backward > forward

# Sizes of neglected effects
temperature = 373.0
thermal_energy = const.k * temperature / const.e
x, wx = gauss(-25, 25, 120)
k_thermal = np.sqrt(CONV * (EF + thermal_energy * x))
sigma_thermal = sigma_transport(
    k_thermal, phases(k_thermal, V_CORE, v_shell))
thermal_weight = wx / (4 * np.cosh(x / 2) ** 2)
conductivity_ratio = (thermal_weight
                      @ (k_thermal**2 / sigma_thermal)) * sigma / KF**2
thermal_change = 100 * (1 / conductivity_ratio - 1)
free_path = 1 / (FRACTION * DENSITY * sigma)
rho_path = const.hbar * KF / (DENSITY * const.e**2) * 1e-18 * 1e17
phonon_path = 40.0
line_width = 20.0
neighbour = 100 * (1 - (1 - FRACTION) ** 12)

print(f"electron density = {DENSITY:.1f} nm^-3")
print(f"impurity fraction = {100*FRACTION:.1f} at.%")
print(f"Fermi wavenumber = {KF:.4f} nm^-1")
print(f"Fermi energy = {EF:.3f} eV")
print(f"core radius, outer radius = {R_CORE:.2f}, {R_OUT:.2f} nm")
print(f"core potential = {V_CORE:.2f} eV")
print(f"tuned shell potential = {v_shell:.4f} eV")
for l in range(4):
    print(f"l={l}: phase = {delta[l]:.6f} rad, "
          f"(2l+1)phase = {(2*l+1)*delta[l]:.6f} rad, "
          f"electrons by density = {charges[l]:.5f}")
print(f"Friedel electron number = {electrons(delta):.1e}")
for l in range(3):
    part = 4*np.pi/KF**2 * (l+1) * np.sin(difference[l])**2
    print(f"transport term l={l},{l+1} = {part:.4e} nm^2")
print(f"transport cross section = {sigma:.4e} nm^2")
print(f"total cross section = {sigma_total:.4e} nm^2")
print(f"forward |f|^2 = {forward:.4e} nm^2/sr")
print(f"backward |f|^2 = {backward:.4e} nm^2/sr")
print(f"added resistivity = {rho:.4f} micro-ohm cm")
print(f"impurity mean free path = {free_path:.1f} nm")
print(f"two-wave phases = {pair[0]:.2f}, {pair[1]:.2f} rad")
print(f"two-wave transport cross section = {pair_sigma:.4e} nm^2")
print(f"two-wave resistivity = {resistivity(pair_sigma):.4f} "
      "micro-ohm cm")
print(f"weak two-wave transport/total ratio = {weak_ratio:.4f}")
for label, phase_set in [("core alone", core_delta),
                         ("volume-neutral shell", volume_delta),
                         ("one-electron well", well_delta)]:
    value = resistivity(sigma_transport(KF, phase_set))
    print(f"{label}: electrons = {electrons(phase_set):.4f}, "
          f"resistivity = {value:.4f} micro-ohm cm")
print(f"volume-neutral shell potential = {volume_shell:.4f} eV")
print(f"one-electron well potential = {well:.4f} eV")
born_rho = resistivity(born_sigma(V_CORE, volume_shell))
print(f"Born resistivity, volume-neutral = {born_rho:.4f} micro-ohm cm")
for core in [-4.0, 4.0, 8.0]:
    shell = tune_shell(core)
    value = resistivity(sigma_transport(KF, phases(KF, core, shell)))
    assert value > 0.001
    print(f"neutral core {core:+.1f} eV: shell = {shell:.4f} eV, "
          f"resistivity = {value:.4f} micro-ohm cm")
for target in [-0.3, 0.3]:
    shell = tune_shell(V_CORE, target)
    value = resistivity(sigma_transport(KF, phases(KF, V_CORE, shell)))
    print(f"misfit charge {target:+.1f} electron: shell = {shell:.4f} "
          f"eV, resistivity = {value:.4f} micro-ohm cm")
print(f"temperature for smearing = {temperature:.0f} K")
print(f"thermal change of impurity resistivity = {thermal_change:.4f} %")
print(f"chance of an impurity neighbour (12 sites) = {neighbour:.2f} %")
print(f"1/(k mean free path) = {1/(KF*free_path):.2e}")
print(f"rough phonon mean free path = {phonon_path:.0f} nm")
print(f"phonon resistivity = {rho_path/phonon_path:.3f} micro-ohm cm")
print(f"line width = {line_width:.0f} nm")
print(f"wall resistivity, order of size = {rho_path/line_width:.2f} "
      "micro-ohm cm")
print("all good")
```

Running it gives:

```
electron density = 85.0 nm^-3
impurity fraction = 1.0 at.%
Fermi wavenumber = 13.6023 nm^-1
Fermi energy = 7.049 eV
core radius, outer radius = 0.08, 0.14 nm
core potential = -8.00 eV
tuned shell potential = 2.4707 eV
l=0: phase = 0.255763 rad, (2l+1)phase = 0.255763 rad, electrons by density = 0.16283
l=1: phase = -0.064772 rad, (2l+1)phase = -0.194315 rad, electrons by density = -0.12370
l=2: phase = -0.011146 rad, (2l+1)phase = -0.055732 rad, electrons by density = -0.03548
l=3: phase = -0.000775 rad, (2l+1)phase = -0.005427 rad, electrons by density = -0.00345
Friedel electron number = -3.2e-14
transport term l=0,1 = 6.7423e-03 nm^2
transport term l=1,2 = 3.9024e-04 nm^2
transport term l=2,3 = 2.1916e-05 nm^2
transport cross section = 7.1546e-03 nm^2
total cross section = 5.2429e-03 nm^2
forward |f|^2 = 3.2798e-05 nm^2/sr
backward |f|^2 = 8.2810e-04 nm^2/sr
added resistivity = 0.3998 micro-ohm cm
impurity mean free path = 164.4 nm
two-wave phases = 0.30, -0.10 rad
two-wave transport cross section = 1.1653e-02 nm^2
two-wave resistivity = 0.6512 micro-ohm cm
weak two-wave transport/total ratio = 1.5000
core alone: electrons = 0.4033, resistivity = 0.7946 micro-ohm cm
volume-neutral shell: electrons = 0.1016, resistivity = 0.4988 micro-ohm cm
one-electron well: electrons = 1.0000, resistivity = 0.8963 micro-ohm cm
volume-neutral shell potential = 1.8351 eV
one-electron well potential = -4.2598 eV
Born resistivity, volume-neutral = 0.2117 micro-ohm cm
neutral core -4.0 eV: shell = 1.0515 eV, resistivity = 0.0725 micro-ohm cm
neutral core +4.0 eV: shell = -0.8164 eV, resistivity = 0.0394 micro-ohm cm
neutral core +8.0 eV: shell = -1.4748 eV, resistivity = 0.1204 micro-ohm cm
misfit charge -0.3 electron: shell = 4.4030 eV, resistivity = 0.1798 micro-ohm cm
misfit charge +0.3 electron: shell = 0.6184 eV, resistivity = 0.6962 micro-ohm cm
temperature for smearing = 373 K
thermal change of impurity resistivity = -0.0066 %
chance of an impurity neighbour (12 sites) = 11.36 %
1/(k mean free path) = 4.47e-04
rough phonon mean free path = 40 nm
phonon resistivity = 1.644 micro-ohm cm
line width = 20 nm
wall resistivity, order of size = 3.29 micro-ohm cm
all good
```
